# Deleting the Zero-Wavevector Hartree Term: Uniform Background and Zero-Average Potential

## A one-dimensional case

Take a charge density that varies only along $x$, with period $L$:

$$\rho(x)=\bar\rho+a\cos kx,\qquad k=2\pi/L .$$

In a medium of constant permittivity $\varepsilon$, Poisson's equation is $-\varepsilon V''=\rho$. Integrating twice gives

$$V(x)=-\frac{\bar\rho x^2}{2\varepsilon}+\frac{a}{\varepsilon k^2}\cos kx+bx+c .$$

The slope changes across one period by $V'(L)-V'(0)=-\bar\rho L/\varepsilon$. A periodic potential needs this change to vanish, so none exists when $\bar\rho\neq0$.

Add a uniform charge $-\bar\rho$. The parabola disappears, and periodicity then requires $b=0$. The constant $c$ remains free. Since the cosine averages to zero, demanding zero average potential gives $c=0$, leaving

$$V(x)=\frac{a}{\varepsilon k^2}\cos kx .$$

This is also what remains if the zero-wavevector term is struck out of the Fourier solution. The deletion has done two things: it has removed the mean charge and it has chosen a constant.

## Setting and theorem

Let $\rho(\mathbf r)$ be a smooth, three-dimensionally periodic charge density, with cell volume $\Omega$ and net charge $Q$ per cell. The permittivity $\varepsilon$ is uniform. In a first-principles calculation, $\rho$ contains all electrons and ions treated explicitly and $\varepsilon=\varepsilon_0$; the ions must be taken as smeared charges, because for point ions the sum (3) below diverges with their self-energy, which has to be removed separately. In the model below, $\rho$ is the defect charge and $\varepsilon$ represents the screening by the oxide.

The Fourier convention is

$$\rho(\mathbf r)=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
\rho_{\mathbf G}=\frac1\Omega\int_\Omega\rho\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r,\qquad \rho_0=\frac Q\Omega .$$

Angle brackets denote a cell average, and a prime on a sum means $\mathbf G\neq0$.

**Theorem.** The truncated potential

$$V(\mathbf r)=\sum_{\mathbf G}{}'\frac{\rho_{\mathbf G}}{\varepsilon G^2}e^{i\mathbf G\cdot\mathbf r}\tag{1}$$

is the unique periodic solution of

$$-\varepsilon\nabla^2V=\rho-\frac Q\Omega,\qquad \langle V\rangle=0. \tag{2}$$

The truncated energy

$$E=\frac\Omega2\sum_{\mathbf G}{}'\frac{|\rho_{\mathbf G}|^2}{\varepsilon G^2}\tag{3}$$

is the electrostatic energy per cell of the charge together with its background $\rho_b=-Q/\Omega$.

**Lemma 1 (neutrality).** If a periodic $V$ satisfies $-\varepsilon\nabla^2V=s$, then $\int_\Omega s\,d^3r=0$.

*Proof.* By the divergence theorem,

$$\int_\Omega s\,d^3r=-\varepsilon\oint_{\partial\Omega}\nabla V\cdot d\mathbf S .$$

Opposite faces carry equal values of $\nabla V$ and opposite outward normals, so their contributions cancel. ∎

**Lemma 2 (uniqueness).** Two periodic solutions with the same source differ by a constant.

*Proof.* Their difference $W$ is periodic and obeys $\nabla^2W=0$. Integrate by parts; the surface terms cancel as in Lemma 1:

$$0=\int_\Omega W\nabla^2W\,d^3r=-\int_\Omega|\nabla W|^2\,d^3r .$$

Hence $\nabla W=0$ throughout the cell. ∎

**Proof of the theorem.** Since $-\nabla^2e^{i\mathbf G\cdot\mathbf r}=G^2e^{i\mathbf G\cdot\mathbf r}$, Poisson's equation without a background reads

$$\varepsilon G^2V_{\mathbf G}=\rho_{\mathbf G}.$$

At $\mathbf G=0$ this is $0\cdot V_0=Q/(\varepsilon\Omega)$ after division by $\varepsilon$, which is impossible for $Q\ne0$. A uniform background has no Fourier component except the one at $\mathbf G=0$. Adding $\rho_b=-Q/\Omega$ therefore changes that single equation to $0\cdot V_0=0$. The other coefficients are still $V_{\mathbf G}=\rho_{\mathbf G}/(\varepsilon G^2)$, and $V_0=\langle V\rangle$ is free. Setting it to zero gives (1).

Conversely, apply $-\varepsilon\nabla^2$ to (1):

$$-\varepsilon\nabla^2V=\sum_{\mathbf G}{}'\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}=\rho-\rho_0=\rho-\frac Q\Omega .$$

Every term in (1) averages to zero, so (2) holds. By Lemma 2 any other solution is $V+c$, and the zero average forces $c=0$.

For the energy, use $\int_\Omega f g\,d^3r=\Omega\sum_{\mathbf G}f_{\mathbf G}^*g_{\mathbf G}$ for real periodic functions:

$$\frac12\int_\Omega(\rho+\rho_b)V\,d^3r
=\frac\Omega2\sum_{\mathbf G}{}'\rho_{\mathbf G}^*\frac{\rho_{\mathbf G}}{\varepsilon G^2}=E.\qquad\blacksquare$$

**Remark (separate Hartree and ionic terms).** Write $\rho=\rho_{\rm el}+\rho_{\rm ion}$, with cell charges $-eN$ and $+eZ$. Deleting the zero-wavevector potential of each part gives the parts backgrounds $+eN/\Omega$ and $-eZ/\Omega$. Their sum is $-e(Z-N)/\Omega=-Q/\Omega$. The Hartree deletion alone thus supplies the electronic background; the net background of the charged cell appears when the ionic term is treated in the same way. How the ion is smeared still matters. If one Gaussian ion of charge $eZ$ overlaps no other charge, changing its width from $\sigma_2$ to $\sigma_1$ changes $E$, after its self-energy is removed, by $eZQ(\sigma_1^2-\sigma_2^2)/(2\varepsilon\Omega)$. This vanishes for a neutral cell but not for a charged one.

## What happens to the divergence

Replace Poisson's equation by $-\varepsilon(\nabla^2-\kappa^2)V=\rho$, where $\kappa>0$ is an inverse screening length to be taken to zero. Now $V_{\mathbf G}=\rho_{\mathbf G}/[\varepsilon(G^2+\kappa^2)]$, and the average potential of the charge alone is finite:

$$V_0=\frac{Q}{\varepsilon\Omega\kappa^2}.$$

The background contributes the opposite amount. The average is therefore zero for every $\kappa>0$, and it stays zero in the limit. Approached in this way, the Coulomb problem with a background selects the constant by itself.

Define $D=Q^2/(\varepsilon\Omega\kappa^2)$. The zero-wavevector energies are

$$\underbrace{\tfrac12D}_{\text{charge–charge}}\quad
\underbrace{-D}_{\text{charge–background}}\quad
\underbrace{+\tfrac12D}_{\text{background–background}}=0 .$$

The factors $\tfrac12$ prevent double counting within one distribution; the cross term occurs once without that factor. If the background's own energy were omitted, these zero-wavevector terms would sum to $-\tfrac12D$, which diverges as $\kappa\to0$ when $Q\neq0$.

## The constant and the energy

**Proposition 1.** Let $U=V+c$. The energy $\frac12\int_\Omega(\rho+\rho_b)U\,d^3r$ does not depend on $c$. If the background follows a change $\delta\rho$ so that the cell stays neutral, then to first order

$$\delta E=\int_\Omega\delta\rho\,(U-\langle U\rangle)\,d^3r. \tag{4}$$

*Proof.* The shift adds $\frac c2\int_\Omega(\rho+\rho_b)\,d^3r=0$. Next vary (3), using the fact that $\rho$ is real:

$$\delta E=\Omega\sum_{\mathbf G}{}'\frac{\delta\rho_{\mathbf G}^*\rho_{\mathbf G}}{\varepsilon G^2}
=\int_\Omega\delta\rho\,V\,d^3r .$$

The terms at $\mathbf G$ and $-\mathbf G$ are complex conjugates, so the sum is real. Since $V=U-\langle U\rangle$, this is (4). ∎

By contrast, $\frac12\int_\Omega\rho U\,d^3r$ without the background changes by $Qc/2$. An electron level also moves, by $-ec$, because its electrostatic part is $-e\int|\psi|^2U\,d^3r$ with normalised $\psi$. The energy of the neutralised cell is thus independent of the constant, while a level read from the potential is not.

A grid calculation tests both parts of the argument. Random charges were placed on an $8\times8\times8$ periodic grid with unit spacing and unit permittivity; their mean was $0.496657$. A least-squares solution of the discrete Poisson equation, with no background supplied, left a residual of $0.496657$ at every point and returned a zero-average potential. The reason is that the symmetric difference operator annihilates constants, so its output cannot contain a mean charge, and the solution of smallest norm contains no constant.

The energy was then differentiated with respect to a second random charge pattern, using a potential pinned to zero at one corner. The slope was $-0.15067$, the value given by the zero-average potential. Inserting the pinned potential without subtracting its average would give $17.358$.

## What the zero refers to

Zero average is not zero at infinity. A sum over neutral units makes the difference explicit.

**Proposition 2.** In a cubic cell of side $L$, let the charge be a Gaussian of width $\sigma$,

$$g_\sigma(\mathbf r)=\frac{Q}{(2\pi\sigma^2)^{3/2}}e^{-r^2/(2\sigma^2)} .$$

Join each Gaussian to its own centred background cube, and let each such unit have a potential that vanishes at infinity. The sum of these potentials is $V+c$, with

$$c=\frac{Q}{6\varepsilon\Omega}\left(\frac{L^2}{4}-3\sigma^2\right). \tag{5}$$

*Proof.* A unit has no net charge. Inversion symmetry removes its dipole and octupole, and cubic symmetry removes its quadrupole. Its potential $\phi$ therefore falls as $r^{-5}$ or faster, and the lattice sum converges absolutely. The sum is periodic and has source $\rho-Q/\Omega$, so by Lemma 2 it is $V+c$. Its average is

$$c=\frac1\Omega\int_{\text{all space}}\phi\,d^3r .$$

Let $u$ be the charge density of one unit. Its Fourier transform at small $k$ is

$$\tilde u(\mathbf k)=\int u\left[1-i\mathbf k\cdot\mathbf r-\tfrac12(\mathbf k\cdot\mathbf r)^2+\dots\right]d^3r
=-\frac{k^2}{6}\int u r^2\,d^3r+\dots$$

The first two terms vanish; in the third, cubic symmetry replaces $(\mathbf k\cdot\mathbf r)^2$ by $k^2r^2/3$. Since $\tilde\phi=\tilde u/(\varepsilon k^2)$, the limit $k\to0$ gives

$$\int\phi\,d^3r=-\frac1{6\varepsilon}\int u r^2\,d^3r. \tag{6}$$

For the Gaussian, $\int g_\sigma r^2d^3r=3Q\sigma^2$. For the cube, each Cartesian direction has mean square $L^2/12$, giving $-3QL^2/12=-QL^2/4$. Substitution gives (5). ∎

The value of $c$ belongs to this choice of unit. Background cubes of side $2L$ with one eighth of the density add up to the same uniform background, but they replace $L^2/4$ by $L^2$ in (5). For an infinite crystal, "zero at infinity" therefore depends on how the charge is grouped, that is, on how the crystal is terminated.

**Corollary (core width).** Outside the cores, two Gaussians of equal charge and widths $\sigma_1,\sigma_2\ll L$ have zero-average potentials that differ by

$$V_1-V_2=\frac{Q(\sigma_1^2-\sigma_2^2)}{2\varepsilon\Omega}. \tag{7}$$

*Proof.* The difference $g_{\sigma_1}-g_{\sigma_2}$ is spherical and neutral. By Gauss's law its potential vanishes outside the cores, apart from Gaussian tails. By (6), the lattice sum of these potentials has average $-Q(3\sigma_1^2-3\sigma_2^2)/(6\varepsilon\Omega)$. Subtracting that average, as the zero-average convention requires, gives (7). ∎

A change confined to the core can therefore move the zero-average potential far away. By (6), a spherical neutral change does so only if it alters the second moment $\int\rho r^2\,d^3r$ of the core charge. Before levels from different cells are compared, their potentials must be aligned to a common physical reference.

## A charged vacancy in a gate oxide

Model a doubly positive oxygen vacancy by $Q=qe$, with $q=2$, $\sigma=0.10$ nm, $L=1.5$ nm and relative permittivity $20$. The volume is $3.375\ \mathrm{nm^3}$, so the background is $-2e/3.375\ \mathrm{nm^3}=-0.593\,e/\mathrm{nm^3}$.

With $e/(4\pi\varepsilon)=0.0720$ V nm, we have $Q/\varepsilon=4\pi(2)(0.0720)=1.81$ V nm. Equation (5) gives

$$c=\frac{1.81\,(0.5625-0.0300)}{6(3.375)}\ \mathrm V=0.0476\ \mathrm V .$$

At the face centre $(L/2,0,0)$ of the cube centred on the defect, the truncated potential is $-0.0065$ V and the direct sum of neutral units is $0.0411$ V. Their difference is this constant, and the same difference was confirmed at the cube's corner $(L/2,L/2,L/2)$ and at a point near the defect. If two electrons were exchanged with a reservoir whose level was read in this doubly charged cell on the other scale, the energy would be displaced by $2(0.0476)=0.095$ eV. Since $c$ is proportional to $Q$, the figure depends on the charge state in which the level is read, and it is zero for the neutral cell. It also depends on the unit chosen: background cubes of side $2L$ give $c=0.198$ V. This is the size of a mismatch of conventions, not a correction to add to a consistent calculation.

Narrowing the Gaussian to $0.07$ nm at fixed charge, cell and permittivity lowers the potential at that corner by $1.81(0.0100-0.0049)/(2\times3.375)$ V $=1.4$ mV, in agreement with (7).

At $\kappa L=0.4$, the three full interaction energies, including nonzero wavevectors, sum to

$$8.084-15.079+7.540=0.544\ \mathrm{eV}\quad\text{to rounding}.$$

Extrapolating such real-space sums to $\kappa=0$ gives $0.5454$ eV, the same as the truncated sum (3).

**The isolated limit.** One Gaussian in an infinite medium has energy

$$E_{\rm iso}=\frac12\int\frac{d^3k}{(2\pi)^3}\frac{Q^2e^{-k^2\sigma^2}}{\varepsilon k^2}
=\frac{Q^2}{4\pi^2\varepsilon}\int_0^\infty e^{-k^2\sigma^2}dk
=\frac{Q^2}{8\pi^{3/2}\varepsilon\sigma},$$

or $0.812$ eV here. The periodic energy is lower by $0.267$ eV. The theorem identifies the energy of the periodic system; it does not make that energy equal to the energy of an isolated defect.

To find how this difference depends on $L$, write the zero-average potential of a periodic point charge as $Q/(4\pi\varepsilon r)+W(\mathbf r)$ near the origin. Then $\nabla^2W=Q/(\varepsilon\Omega)$, and the average of $W$ over a sphere of radius $r$ is $W(0)+Qr^2/(6\varepsilon\Omega)$. Averaged over the Gaussian, the second term becomes $Q\sigma^2/(2\varepsilon\Omega)$. Equation (7), with $\sigma_2\to0$, adds another $Q\sigma^2/(2\varepsilon\Omega)$. Multiplication by $Q/2$ gives, for $\sigma\ll L$,

$$E-E_{\rm iso}=\frac{QW(0)}2+\frac{Q^2\sigma^2}{2\varepsilon L^3}.$$

By dimensions, $W(0)$ is proportional to $Q/(\varepsilon L)$. The leading difference thus decays as $1/L$, although the background density decays as $1/L^3$. Doubling $L$ at fixed $q$, $\sigma$ and permittivity reduces the difference from $-0.267$ to $-0.136$ eV.

**Comparison with a real gate stack.** A permittivity near 20 is a rough typical value for hafnium dioxide, and the cell is about three cubic lattice constants wide. The Gaussian width is a model choice. One vacancy per cell is an artificially high concentration for a defect meant to be isolated. The assumption of a uniform, fully relaxed linear medium is also doubtful near the defect. The field of one isolated Gaussian in this medium peaks at about 31 MV/cm and falls to 5 MV/cm only at 0.54 nm. The value 5 MV/cm is a rough macroscopic breakdown field, used here only as a scale for strong fields. If the ions cannot respond and the permittivity is instead about 5, the periodic-image shift becomes $-1.07$ eV, four times larger. By comparison, the thermal energy at 358 K is 0.031 eV.

A real oxide is also a thin film. A metal plane at distance $d=1$ nm creates an opposite image charge at distance $2d$; with the factor $\tfrac12$ for an induced charge, the energy is $-q^2(0.0720)/(4d)=-0.072$ eV, with $d$ in nm. This single image assumes that the oxide fills the half-space beyond the metal. A second interface 1 nm on the other side of the defect changes the value to about $-0.057$ eV for a thick layer of permittivity 3.9, or to $-0.100$ eV for a second metal. Finally, a periodic potential has zero average field. A gate field of 4 MV/cm would produce a drop of 0.60 V across this cell, which (1) cannot contain. Such a bias must be introduced separately, or the boundary conditions must be changed. The remaining values are in the numerical output.

## Computed values

```
defect charge q = 2 e
Gaussian width sigma = 0.10 nm
cell side L = 1.50 nm, volume = 3.375 nm^3
relative permittivity = 20.0
e/(4 pi eps0) = 1.43996 V nm
e/(4 pi eps0 eps_r) = 0.071998 V nm
background charge density = -0.5926 e/nm^3
background number density = 5.926e+20 cm^-3
V at defect centre = 0.87923 V
V at inner point: truncated 0.34967 V, neutral units 0.39725 V
V at face centre: truncated -0.00653 V, neutral units 0.04105 V
V at body centre: truncated -0.07430 V, neutral units -0.02672 V
inner point coordinates = [0.2  0.1  0.05] nm
constant between the two sums (formula) = 0.04758 V
q times this constant = 0.09517 eV
V at face centre, screened limit = -0.00653 V
kappa L = 0.4: charge-charge 8.0840 eV,
  charge-background -15.0793 eV, background-background 7.5396 eV, sum 0.54432 eV
kappa L = 0.6: charge-charge 3.8939 eV,
  charge-background -6.7019 eV, background-background 3.3509 eV, sum 0.54298 eV
kappa L = 0.8: charge-charge 2.4260 eV,
  charge-background -3.7698 eV, background-background 1.8849 eV, sum 0.54112 eV
energy per cell, kappa -> 0 = 0.54540 eV
energy per cell, truncated sum = 0.54540 eV
grid test: points = 512, mean charge = 0.496657
grid residual min, max = 0.496657, 0.496657
grid energy slope = -0.15067 (dimensionless)
  from zero-mean V -0.15067, from pinned V 17.35841
narrower core width = 0.07 nm
shift of V at body centre, wide - narrow = 1.3672 mV
isolated Gaussian energy = 0.81241 eV
periodic - isolated, L = 1.5 nm: -0.2670 eV
periodic - isolated, L = 3.0 nm: -0.1355 eV
same, L = 1.5 nm, clamped-ion permittivity 5.0: -1.0680 eV
same, permittivity (22,22,16): -0.2677 eV
metal gate at 1.0 nm: -0.0720 eV
interlayer of permittivity 3.9 at same distance: +0.0485 eV
gate field 4.0 MV/cm: drop over cell 0.600 V
peak screened defect field = 30.8 MV/cm
radius where it falls to 5.0 MV/cm = 0.537 nm
tunnelling: barrier 2.0 eV, mass 0.2 m_e, factor 1.53e-03
thermal energy at 358 K = 0.0309 eV
```
